# The exchange matrix and the closed-shell Fock matrix in a Gaussian basis

A molecule with clamped nuclei has $N=2n$ electrons. In Gaussian units its electronic Hamiltonian is

$$H=\sum_{k=1}^{N}h(k)+\sum_{k<l}\frac{e^2}{r_{kl}},\qquad h=-\frac{\hbar^2}{2m}\nabla^2-\sum_A\frac{Z_Ae^2}{|\mathbf r-\mathbf R_A|}.$$

The repulsion between the nuclei is a constant and is left out. The state is approximated by one Slater determinant, in which each of $n$ real, orthonormal spatial orbitals $\phi_i$ holds one electron of each spin. The orbitals are expanded in real basis functions, such as Gaussians, which need not be orthogonal:

$$\phi_i=\sum_\mu C_{\mu i}\chi_\mu,\qquad S_{\mu\nu}=\int\chi_\mu\chi_\nu\,d^3r,\qquad C^TSC=1 .$$

Here $C$ contains the occupied columns only. For any four real functions of position, write

$$(ab|cd)=e^2\iint\frac{a(\mathbf r)\,b(\mathbf r)\,c(\mathbf r')\,d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The value is unchanged when $a$ and $b$ are swapped, when $c$ and $d$ are swapped, or when the two pairs are swapped.

## (a) Energy of a determinant

**Find $\langle\Phi|H|\Phi\rangle$ for a determinant of $N$ orthonormal spin orbitals $\psi_a$.**

*Solution.* The determinant is

$$\Phi=\frac1{\sqrt{N!}}\sum_\pi \mathrm{sgn}(\pi)\,\psi_{\pi(1)}(1)\cdots\psi_{\pi(N)}(N).$$

The expectation value is a double sum over permutations with prefactor $1/N!$. Since $H$ treats all electrons alike, the electrons in each term can be relabelled so that the left-hand product becomes $\psi_1(1)\cdots\psi_N(N)$. Each of the $N!$ left-hand permutations then contributes the same amount, which cancels the prefactor:

$$E=\sum_\pi\mathrm{sgn}(\pi)\,\langle\psi_1(1)\cdots\psi_N(N)|H|\psi_{\pi(1)}(1)\cdots\psi_{\pi(N)}(N)\rangle .$$

For the term $h(k)$, every electron other than $k$ contributes an overlap, which vanishes unless $\pi$ leaves its label in place. Then $k$ stays in place too, and only the identity survives.

For the term $e^2/r_{kl}$, all labels except $k$ and $l$ must stay in place. Two permutations survive: the identity, with sign $+$, and the exchange of $k$ and $l$, with sign $-$. Let $[ab|cd]$ be the repulsion integral over spin orbitals, including the sums over both spin variables. The result is

$$E=\sum_a h_{aa}+\frac12\sum_{a,b}\big([aa|bb]-[ab|ba]\big).$$

The factor $\tfrac12$ replaces the restriction $a<b$. The added terms with $a=b$ are harmless because their two integrals cancel: an electron does not repel itself.

## (b) Summing over spin

**Write the energy in terms of the spatial orbitals $\phi_i$.**

*Solution.* Let $\psi_a=\phi_i s$ and $\psi_b=\phi_j s'$, where $s$ and $s'$ are each spin up or spin down. In $[aa|bb]$ each electron has the same spin function on both sides, so the spin sums give 1 for all four choices of $(s,s')$. In $[ab|ba]$ each electron contributes the overlap of $s$ with $s'$, so only the two choices with $s=s'$ survive. Therefore

$$E=2\sum_ih_{ii}+\frac12\sum_{i,j}\big[4(ii|jj)-2(ij|ji)\big]
=2\sum_ih_{ii}+\sum_{i,j}\big[2(ii|jj)-(ij|ji)\big].$$

For one doubly occupied orbital this gives $2h_{11}+(11|11)$: one repulsion between two electrons, as it should.

The role of spin also shows when one electron is in $\phi_1$ and one in $\phi_2$. By part (a), the determinant with antiparallel spins has energy $h_{11}+h_{22}+(11|22)$, while the one with parallel spins has the further term $-(12|21)$. The difference, antiparallel minus parallel, is $(12|12)$. This integral is twice the electrostatic energy of the charge density $e\phi_1\phi_2$, and so it cannot be negative. The antiparallel determinant is an equal mixture of singlet and triplet, so for these fixed orbitals the singlet lies $2(12|12)$ above the triplet.

## (c) From orbitals to matrices

**Define the density matrix $P=2CC^T$. Find the matrix of the exchange operator in the basis, and write the energy in terms of $P$.**

*Solution.* The exchange operator for an electron of given spin follows from the integral $(ij|ji)$. It acts on a function $f$ by moving $f$ under the integral:

$$(\hat K f)(\mathbf r)=\sum_i\phi_i(\mathbf r)\;e^2\!\int\frac{\phi_i(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

The sum runs once over the spatial orbitals, because only electrons of the same spin take part. With this definition $\langle\phi_j|\hat K|\phi_j\rangle=\sum_i(ji|ij)$. Now set $f=\chi_\nu$, multiply by $\chi_\mu$, integrate, and expand both factors $\phi_i$:

$$\langle\chi_\mu|\hat K|\chi_\nu\rangle=\sum_i(\mu i|i\nu)
=\sum_{\lambda\sigma}\Big(\sum_iC_{\lambda i}C_{\sigma i}\Big)(\mu\lambda|\sigma\nu)
=\frac12\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\sigma\nu).$$

The bracket is the density matrix of one spin, which is $P/2$. The exchange matrix is defined with the full $P$:

$$K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\sigma\nu),\qquad \langle\chi_\mu|\hat K|\chi_\nu\rangle=\tfrac12K_{\mu\nu}.$$

The Coulomb potential comes from the density of both spins, $2\sum_i\phi_i^2=\sum_{\lambda\sigma}P_{\lambda\sigma}\chi_\lambda\chi_\sigma$. Its matrix is

$$J_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\nu|\lambda\sigma).$$

In $J$ the density matrix is contracted with the two functions of one electron. In $K$ it is contracted with one function of each electron.

For the energy, use $\sum_iC_{\mu i}C_{\nu i}=P_{\mu\nu}/2$ in each term of part (b):

$$2\sum_ih_{ii}=\sum_{\mu\nu}P_{\mu\nu}h_{\mu\nu},$$

$$2\sum_{i,j}(ii|jj)=2\cdot\frac14\sum_{\mu\nu\lambda\sigma}P_{\mu\nu}P_{\lambda\sigma}(\mu\nu|\lambda\sigma)=\frac12\sum_{\mu\nu}P_{\mu\nu}J_{\mu\nu},$$

$$\sum_{i,j}(ji|ij)=\sum_{\mu\nu\lambda\sigma}\frac{P_{\mu\nu}}2\,\frac{P_{\lambda\sigma}}2\,(\mu\lambda|\sigma\nu)=\frac14\sum_{\mu\nu}P_{\mu\nu}K_{\mu\nu}.$$

In the last line $\phi_j$ supplies $\mu$ and $\nu$, and $\phi_i$ supplies $\lambda$ and $\sigma$. Since the matrices are symmetric, the sums are traces:

$$E=\mathrm{Tr}(Ph)+\tfrac12\mathrm{Tr}(PJ)-\tfrac14\mathrm{Tr}(PK).$$

The quarter is a product of two halves: one avoids counting each pair twice, and the other expresses that only half of the electrons have the right spin.

## (d) The Fock matrix

**The Fock matrix $F$ is the symmetric matrix defined by $dE=\mathrm{Tr}(F\,dP)$ for a small symmetric change $dP$. Find it.**

*Solution.* The one-electron term gives $\mathrm{Tr}(h\,dP)$. The Coulomb term contains $P$ twice, so

$$d\,\mathrm{Tr}(PJ)=\sum\big(dP_{\mu\nu}P_{\lambda\sigma}+P_{\mu\nu}dP_{\lambda\sigma}\big)(\mu\nu|\lambda\sigma).$$

Renaming $\mu\nu\leftrightarrow\lambda\sigma$ in the second part, and using $(\lambda\sigma|\mu\nu)=(\mu\nu|\lambda\sigma)$, turns it into the first. Hence $d\,\mathrm{Tr}(PJ)=2\,\mathrm{Tr}(J\,dP)$.

For exchange, the second part is $\sum P_{\mu\nu}\,dP_{\lambda\sigma}(\mu\lambda|\sigma\nu)$. Renaming $\mu\leftrightarrow\lambda$ and $\nu\leftrightarrow\sigma$ gives $\sum dP_{\mu\nu}P_{\lambda\sigma}(\lambda\mu|\nu\sigma)$. Swapping the functions within each pair restores $(\mu\lambda|\sigma\nu)$, so again $d\,\mathrm{Tr}(PK)=2\,\mathrm{Tr}(K\,dP)$. Together,

$$dE=\mathrm{Tr}(h\,dP)+\tfrac12\cdot2\,\mathrm{Tr}(J\,dP)-\tfrac14\cdot2\,\mathrm{Tr}(K\,dP),$$

$$\boxed{F=h+J-\tfrac12K.}$$

Differentiation removes the half due to pair counting, and the half due to spin remains. An electron feels the Coulomb potential of both spins but exchanges with one. The factor belongs to the convention that $P$ counts both spins. If $J$ and $K$ are built from $CC^T=P/2$ instead, both are half as large and the same $F$ reads $h+2J-K$.

With a single occupied orbital, $\hat K\phi_1$ is $\phi_1$ times the potential energy due to one electron in $\phi_1$, while $J$ represents that of two. Acting on $\phi_1$, exchange then cancels half of the Coulomb term, and each electron feels the other one alone.

The formula assumes that each spin has the density matrix $P/2$, that is, that both spins occupy the same space of spatial orbitals. If the density matrices $P^\uparrow$ and $P^\downarrow$ differ, the sum defining $\hat K$ for a spin-up electron runs over the spin-up orbitals. Its matrix is then $K$ built from $P^\uparrow$, which is no longer half of a common $K$.

## (e) The stationary condition

**The orbitals must stay orthonormal. Which equation makes the energy stationary, and how does $E$ change when an occupied orbital is turned towards an empty one?**

*Solution.* From $P=2CC^T$ follows $dP=2(dC\,C^T+C\,dC^T)$. The matrix $F$ is symmetric, so both parts contribute equally:

$$dE=\mathrm{Tr}(F\,dP)=4\sum_{\mu i}dC_{\mu i}(FC)_{\mu i}.$$

Impose $C^TSC=1$ with a symmetric matrix of multipliers $\varepsilon_{ij}$, by making

$$L=E-2\sum_{ij}\varepsilon_{ij}\big[(C^TSC)_{ij}-\delta_{ij}\big]$$

stationary. The bracket also contains $C$ twice, so its term changes by $-4\sum_{\mu i}dC_{\mu i}(SC\varepsilon)_{\mu i}$. As $dC$ is now free, $FC=SC\varepsilon$.

Being symmetric, $\varepsilon$ can be written $U\epsilon U^T$ with $U$ orthogonal and $\epsilon$ diagonal. The orbitals $C'=CU$ have the same density matrix, because $CUU^TC^T=CC^T$, and hence the same $F$. Multiplying $FC=SC\varepsilon$ by $U$ from the right gives

$$FC'=SC'\epsilon .$$

Since $F$ depends on $P$, the equation is in general solved by iteration. It ensures a stationary energy, not by itself a minimum.

For the second question, replace $\phi_i$ by $\cos\theta\,\phi_i+\sin\theta\,\phi_a$ for both spins, with $\phi_a$ normalized and orthogonal to all occupied orbitals. At $\theta=0$ the change of column $i$ is $C_a\,d\theta$, so

$$\frac{dE}{d\theta}=4\,C_a^TFC_i=4F_{ai}.$$

This slope can be compared with a numerical derivative of the permutation sum in part (a), which makes no use of $P$, $J$ or $K$. For LiH in the STO-3G basis at a bond length of 1.6 Å, with arbitrary orthonormal orbitals, one such rotation has the numerical slope $-0.1185$ hartree per radian. The formula with $J-K/2$ gives $-0.1185$, whereas $J-K$ would give $+0.1489$.

## (f) Removing one electron

**One electron is taken out of $\phi_k$ while all orbitals are kept fixed. What is the energy change?**

*Solution.* Let $\psi_a$ be the emptied spin orbital. In the energy of part (a) it occurs as either index of the double sum, which cancels the factor $\tfrac12$. The terms that disappear are

$$h_{aa}+\sum_b\big([aa|bb]-[ab|ba]\big)=h_{kk}+2\sum_j(kk|jj)-\sum_j(kj|jk).$$

By part (c), the Coulomb sum is $C_k^TJC_k$ and the exchange sum is $\tfrac12C_k^TKC_k$. Therefore

$$E_{N-1}-E_N=-C_k^T\big(h+J-\tfrac12K\big)C_k=-F_{kk}.$$

For the orbitals that diagonalize $\varepsilon$ this equals $-\epsilon_k$. It fixes the factor one half a second time, without differentiation. As an estimate of an ionization energy it neglects the relaxation of the remaining orbitals and all correlation beyond one determinant.

## (g) Using each integral once

**How can $J$ and $K$ be built if each symmetry-distinct integral is computed once?**

*Solution.* With $M$ basis functions there are $q=M(M+1)/2$ distinct pairs and $q(q+1)/2$ distinct integrals. For $M=6$, as in LiH above, $q=21$, and 231 integrals replace $6^4=1296$.

An integral of four different functions stands for eight entries $(ab|cd)$. Matching indices with the definitions in part (c), each entry makes two contributions:

$$J_{ab}\leftarrow J_{ab}+P_{cd}\,(ab|cd),\qquad K_{ad}\leftarrow K_{ad}+P_{bc}\,(ab|cd).$$

When the two functions of a pair coincide, or the two pairs coincide, some of the eight entries are the same, and each different one is used once. A repeated index alone is not enough: $(12|13)$ still stands for eight different entries. For example, $(11|12)$ stands for $(11|12)$, $(11|21)$, $(12|11)$ and $(21|11)$. The second and third add $P_{12}(11|12)$ and $P_{21}(11|12)$ to $K_{11}$, the first adds $P_{11}(11|12)$ to $K_{12}$, and the fourth adds the same amount to $K_{21}$.

## (h) The beryllium atom

**Treat Be in the STO-3G basis, with the four electrons in the space of the 1s function (1) and the 2s function (2). Find $J$, $K$, $F$, the energy and the orbital energies.**

Energies are in hartree, $e^2/a_0$ with $a_0=\hbar^2/(me^2)$. The data are $S_{12}=0.259517$ and

$$h_{11}=-7.86712,\quad h_{12}=-1.93226,\quad h_{22}=-2.10216,$$

$$(11|11)=2.298831,\quad(11|12)=0.392036,\quad(11|22)=0.570988,$$

$$(12|12)=0.079539,\quad(12|22)=0.143041,\quad(22|22)=0.417683.$$

*Solution.* Two occupied orbitals fill the two-function space, so $C$ is square and invertible. From $C^TSC=1$ follows $S=(C^T)^{-1}C^{-1}$, hence $CC^T=S^{-1}$ and $P=2S^{-1}$. No iteration is needed:

$$P_{11}=P_{22}=\frac{2}{1-S_{12}^2}=2.144425,\qquad P_{12}=-\frac{2S_{12}}{1-S_{12}^2}=-0.556515 .$$

The Coulomb elements are

$$J_{11}=P_{11}(11|11)+2P_{12}(11|12)+P_{22}(11|22)=4.92967-0.43635+1.22444=5.71776,$$

$$J_{12}=P_{11}(12|11)+2P_{12}(12|12)+P_{22}(12|22)=0.84069-0.08853+0.30674=1.05890,$$

$$J_{22}=P_{11}(22|11)+2P_{12}(22|12)+P_{22}(22|22)=1.22444-0.15921+0.89569=1.96092.$$

The exchange elements use the same integrals in other places:

$$K_{11}=P_{11}(11|11)+2P_{12}(11|12)+P_{22}(12|12)=4.92967-0.43635+0.17057=4.66389,$$

$$K_{12}=P_{11}(11|12)+P_{12}\big[(11|22)+(12|12)\big]+P_{22}(12|22)=0.84069-0.36203+0.30674=0.78540,$$

$$K_{22}=P_{11}(12|12)+2P_{12}(12|22)+P_{22}(22|22)=0.17057-0.15921+0.89569=0.90705.$$

The Fock matrix follows:

$$F_{11}=-7.86712+5.71776-\tfrac12(4.66389)=-4.48130,$$

$$F_{12}=-1.93226+1.05890-\tfrac12(0.78540)=-1.26606,$$

$$F_{22}=-2.10216+1.96092-\tfrac12(0.90705)=-0.59476.$$

For a symmetric matrix $A$, and with $P_{11}=P_{22}$, the trace is $\mathrm{Tr}(PA)=P_{11}(A_{11}+A_{22})+2P_{12}A_{12}$. The energy terms are

$$\mathrm{Tr}(Ph)=-21.3784+2.1507=-19.2277,$$

$$\tfrac12\mathrm{Tr}(PJ)=\tfrac12(16.4664-1.1786)=7.6439,$$

$$-\tfrac14\mathrm{Tr}(PK)=-\tfrac14(11.9464-0.8742)=-2.7681.$$

Their sum is $E=-14.3519$ hartree, or $-390.53$ eV, of which exchange supplies $-75.32$ eV. This exchange energy includes the terms $i=j$ that cancel the self-repulsion in the Coulomb energy. A closed-shell Hartree–Fock calculation that also admits the 2p functions converges to the same total energy. If the two spins are allowed different orbitals, mixing in 2p lowers the energy slightly, to $-14.3531$ hartree, so this solution is a minimum only among closed-shell determinants.

The orbital energies solve $\det(F-\epsilon S)=0$, that is,

$$(1-S_{12}^2)\epsilon^2-(F_{11}+F_{22}-2F_{12}S_{12})\epsilon+F_{11}F_{22}-F_{12}^2=0,$$

$$0.93265\,\epsilon^2+4.41893\,\epsilon+1.06239=0 .$$

The roots are $-4.4840$ and $-0.2540$ hartree, or $-122.02$ and $-6.91$ eV. The permutation sum of part (a) gives the energies of the neutral atom and of the ions with frozen orbitals. Their differences, $4.4840$ and $0.2540$ hartree, are the costs of removing an electron from the two orbitals, in agreement with part (f). All these digits belong to the minimal STO-3G basis, not to the Hartree–Fock limit. In the cc-pVQZ basis the total energy is $-14.5730$ hartree (0.22 hartree, or 6.0 eV, lower), the exchange energy is $-72.57$ eV, and the orbital energies are $-4.7326$ and $-0.3093$ hartree ($-128.78$ and $-8.42$ eV). The frozen-orbital 2s removal cost thus rises by 1.5 eV.

The numerical check tests the main relations numerically. For the LiH orbitals of part (e), it also evaluates the matrix of $\hat K$ by quadrature on a molecular grid. On the grid used, twice this matrix agrees with the contraction $K$ to about $3\times10^{-9}$ hartree.

## Values computed for the example and the checks

```
LiH, STO-3G, arbitrary orthonormal orbitals
bond length: 1.60 angstrom
basis functions: 6, occupied orbitals: 2
all integrals: 1296, unique integrals: 231
electronic energy, permutation sum: -3.36168447 hartree
electronic energy, from P, J, K: -3.36168447 hartree
largest K element: 0.6888 hartree
largest K error against quadrature: 3.2e-09 hartree
energy slope for one orbital rotation, hartree per radian:
  numerical: -0.118481
  4 F_ai with J - K/2: -0.118481
  4 F_ai with J - K: 0.148946
largest slope after self-consistency: 5.6e-09 hartree per radian
Be atom, STO-3G; function 1 = 1s, function 2 = 2s
matrix elements are listed in the order 11, 12, 22
S (no unit): 1.000000  0.259517  1.000000
P (no unit): 2.144425  -0.556515  2.144425
h (hartree): -7.867117  -1.932258  -2.102157
(11|11): 2.298831 hartree
(11|12): 0.392036 hartree
(11|22): 0.570988 hartree
(12|12): 0.079539 hartree
(12|22): 0.143041 hartree
(22|22): 0.417683 hartree
largest error against radial quadrature: 5.1e-07 hartree
J (hartree): 5.717764  1.058905  1.960923
K (hartree): 4.663887  0.785405  0.907046
F (hartree): -4.481297  -1.266056  -0.594757
one-electron energy: -19.227701 hartree
Coulomb energy: 7.643888 hartree
exchange energy: -2.768067 hartree = -75.323 eV
total energy: -14.351880 hartree = -390.535 eV
total energy, permutation sum: -14.351880 hartree
total energy, full STO-3G with 2p: -14.351880 hartree
1s-like orbital coefficients (no unit): -0.992898  -0.026138
1s-like orbital energy: -4.483992 hartree = -122.016 eV
1s-like frozen removal energy: 4.483992 hartree
2s-like orbital coefficients (no unit): 0.293881  -1.035147
2s-like orbital energy: -0.254038 hartree = -6.913 eV
2s-like frozen removal energy: 0.254038 hartree
two electrons, antiparallel minus parallel: 0.044298 hartree
orbital exchange integral K_12: 0.044298 hartree
```
